# Ground valence orbitals from Cs to Ce3+ in Dirac–Hartree–Fock theory: a numerical check

```python
# Result under test: for one electron outside a closed 54-electron core, the
# lowest frozen-core Dirac-Hartree-Fock orbital is 6s in Cs and Ba+, 5d in La2+
# and 4f in Ce3+, where the three orbitals have the hydrogenic order 4f<5d<6s.
# Symbols: Z nuclear charge, Q = Z-54 outer charge, kappa Dirac quantum number,
# P and Q_small radial components, n* = Q/sqrt(-2 energy) effective number.
# Internally hbar = m = e = 1; printed energies are in eV, lengths in bohr.
from functools import lru_cache
import numpy as np
from scipy import constants as const
from scipy.linalg import eigh
from scipy.special import erf
from sympy import Rational
from sympy.physics.wigner import wigner_3j, gaunt, clebsch_gordan
from pyscf import gto, scf

EV = const.physical_constants["Hartree energy in eV"][0]
BOHR = const.physical_constants["Bohr radius"][0]
C = 1.0 / const.fine_structure
RADIUS_FM = 5.0
RADIUS = RADIUS_FM * 1e-15 / BOHR

# Logarithmic grid; the trapezoidal rule is used in ln r.
STEP = 0.06
r = np.exp(np.arange(np.log(1e-6), np.log(120.0), STEP))
w = STEP * r
LOW, HIGH = np.minimum.outer(r, r), np.maximum.outer(r, r)


@lru_cache(maxsize=None)
def coulomb_kernel(k):
    # The diagonal term is the Euler-Maclaurin correction for the kink at r=r'.
    return (LOW / HIGH)**k / HIGH - np.diag(STEP * (2*k + 1) / (12 * r))


def orbital_l(kappa):
    return kappa if kappa > 0 else -kappa - 1


def three_j_squared(ka, k, kb):
    ja, jb = Rational(2*abs(ka) - 1, 2), Rational(2*abs(kb) - 1, 2)
    half = Rational(1, 2)
    return float(wigner_3j(ja, k, jb, half, 0, -half))**2


@lru_cache(maxsize=None)
def exchange_kernel(ka, kb):
    total = np.zeros((len(r), len(r)))
    for k in range(abs(abs(ka) - abs(kb)), abs(ka) + abs(kb)):
        if (orbital_l(ka) + orbital_l(kb) + k) % 2 == 0:
            total += three_j_squared(ka, k, kb) * coulomb_kernel(k)
    return total


def make_basis(kappa, exponents):
    l = orbital_l(kappa)
    z = np.asarray(exponents)[:, None]
    gauss = np.exp(-z * r**2)
    large = r**(l + 1) * gauss
    slope = r**l * (l + 1 + kappa - 2*z*r**2) * gauss
    norm = np.sqrt((large**2 * w).sum(1))[:, None]
    large, slope = large / norm, slope / norm
    small = slope / np.sqrt((slope**2 * w).sum(1))[:, None]
    n = len(z)
    overlap = np.zeros((2*n, 2*n))
    overlap[:n, :n] = (large * w) @ large.T
    overlap[n:, n:] = (small * w) @ small.T
    return dict(n=n, L=large, S=small, overlap=overlap,
                cross=(small * w) @ slope.T)


def local_matrix(basis, potential):
    n = basis["n"]
    m = np.zeros((2*n, 2*n))
    m[:n, :n] = (basis["L"] * w * potential) @ basis["L"].T
    m[n:, n:] = (basis["S"] * w * potential) @ basis["S"].T
    return m


def positive_states(basis, field, c, count):
    n = basis["n"]
    h = field.copy()
    h[n:, :n] += c * basis["cross"]
    h[:n, n:] += c * basis["cross"].T
    h[n:, n:] -= 2 * c**2 * basis["overlap"][n:, n:]
    energy, vec = eigh(h, basis["overlap"])
    pick = slice(n, n + count)
    return energy[pick], vec[:n, pick].T @ basis["L"], vec[n:, pick].T @ basis["S"]


def mean_field(kappas, bases, v_nuc, core):
    density = sum(2*abs(k) * (p**2 + q**2).sum(0) for k, (p, q) in core.items())
    v = v_nuc + coulomb_kernel(0) @ (w * density)
    pairs = {k: (2*abs(k) * p.T @ p, 2*abs(k) * p.T @ q, 2*abs(k) * q.T @ q)
             for k, (p, q) in core.items()}
    fields = {}
    for ka in kappas:
        b = bases[ka]
        n = b["n"]
        lw, sw = b["L"] * w, b["S"] * w
        kernel = [sum(exchange_kernel(ka, kb) * pairs[kb][i] for kb in core)
                  for i in range(3)]
        f = local_matrix(b, v)
        f[:n, :n] -= lw @ kernel[0] @ lw.T
        mixed = lw @ kernel[1] @ sw.T
        f[:n, n:] -= mixed
        f[n:, :n] -= mixed.T
        f[n:, n:] -= sw @ kernel[2] @ sw.T
        fields[ka] = f
    return fields, v


def solve_core(Z, shells, bases, c=C, finite=True):
    # Self-consistent closed core, then its field for every kappa in bases.
    unit = -(erf(np.sqrt(1.5) * r / RADIUS) if finite else 1.0) / r
    electrons = sum(2*abs(k)*n for k, n in shells.items())
    outer = Z - electrons + 1
    screening = 1 / (1 + 0.536 * r * Z**(1/3) / 0.885)**2
    guess = unit * (outer + (Z - outer) * screening)
    kappas = list(shells)
    fields = {k: local_matrix(bases[k], guess) for k in kappas}
    outputs, residuals = [], []
    for _ in range(45):
        core = {}
        for k in kappas:
            _, p, q = positive_states(bases[k], fields[k], c, shells[k])
            core[k] = (p, q)
        new, _ = mean_field(kappas, bases, Z * unit, core)
        x = np.concatenate([fields[k].ravel() for k in kappas])
        y = np.concatenate([new[k].ravel() for k in kappas])
        error = np.abs(y - x).max()
        if error < 2e-6:
            break
        outputs.append(y)
        residuals.append(y - x)
        outputs, residuals = outputs[-7:], residuals[-7:]
        nxt = y.copy()
        if len(residuals) > 1:
            dr = np.array([a - residuals[-1] for a in residuals[:-1]]).T
            coef = np.linalg.lstsq(dr, -residuals[-1], rcond=1e-10)[0]
            for a, out in zip(coef, outputs[:-1]):
                nxt += a * (out - y)
        start = 0
        for k in kappas:
            size = fields[k].size
            m = nxt[start:start + size].reshape(fields[k].shape)
            fields[k] = (m + m.T) / 2
            start += size
    assert error < 1e-5, ("core not converged", Z, error)
    final, v = mean_field(list(bases), bases, Z * unit, core)
    return dict(fields=final, v=v, unit=unit, c=c, bases=bases)


def orbital(ion, kappa, index):
    e, p, q = positive_states(ion["bases"][kappa], ion["fields"][kappa],
                              ion["c"], index + 1)
    return e[index], p[index]**2 + q[index]**2


LOWEST_EXPONENT = 0.002
HIGHEST_EXPONENT = {0: 4e7, 1: 6e6, 2: 3.5e4, 3: 1.4e3}
RATIO, COARSE_RATIO = 1.7, 1.9


def exponents_for(l, ratio):
    span = np.log(HIGHEST_EXPONENT[l] / LOWEST_EXPONENT)
    return LOWEST_EXPONENT * ratio**np.arange(int(np.ceil(span / np.log(ratio))) + 1)


BASES = {k: make_basis(k, exponents_for(orbital_l(k), RATIO))
         for k in (-1, 1, -2, 2, -3, 3)}
XENON = {-1: 5, 1: 4, -2: 4, 2: 2, -3: 2}
VALENCE = {"6s": (-1, 5, 6), "5d": (2, 2, 5), "4f": (3, 0, 4)}
print(f"speed of light {C:.4f} atomic units; nuclear rms radius {RADIUS_FM:.1f} fm")
print(f"grid points {len(r)}; exponent ratio {RATIO}; 5d means 5d3/2, 4f means 4f5/2")

# Basis eigenvalues against the Sommerfeld energies of a point nucleus.
Z_TEST = 30


def point_nucleus_energy(basis, index):
    return positive_states(basis, local_matrix(basis, -Z_TEST / r),
                           C, index + 1)[0][index]


relative_error = {}
for name, (kappa, index, n) in VALENCE.items():
    e = point_nucleus_energy(BASES[kappa], index)
    gamma = np.sqrt(kappa**2 - (Z_TEST / C)**2)
    exact = C**2 * (1/np.sqrt(1 + (Z_TEST/C/(n - abs(kappa) + gamma))**2) - 1)
    relative_error[name] = abs(e / exact - 1)
    print(f"one electron, Z={Z_TEST} {name}: basis {e*EV:.4f}, Sommerfeld {exact*EV:.4f} eV")
    if name == "6s":
        # The wider spacing must be the source of the larger error in 6s.
        rough = point_nucleus_energy(make_basis(-1, exponents_for(0, COARSE_RATIO)), 5)
        rough_error = abs(rough / exact - 1)
        print(f"6s relative error: ratio {COARSE_RATIO} {rough_error:.1e}, "
              f"ratio {RATIO} {relative_error[name]:.1e}")
        assert relative_error[name] < rough_error / 5
    assert relative_error[name] < 3e-5

# Exchange weight from explicit spin-angle functions, f5/2 with d3/2, k=1.
half = Rational(1, 2)
ja, jb, ma, k = Rational(5, 2), Rational(3, 2), half, 1
explicit = 0.0
for mb in (-3*half, -half, half, 3*half):
    amplitude = 0.0
    for spin in (-half, half):
        la_m, lb_m = ma - spin, mb - spin
        if abs(lb_m) > 2 or abs(ma - mb) > k:
            continue
        angular = float(gaunt(3, k, 2, -int(la_m), int(ma - mb), int(lb_m)))
        amplitude += (float(clebsch_gordan(3, half, ja, la_m, spin, ma))
                      * float(clebsch_gordan(2, half, jb, lb_m, spin, mb))
                      * (-1)**int(la_m) * np.sqrt(4*np.pi/(2*k + 1)) * angular)
    explicit += amplitude**2
weight = 4 * three_j_squared(3, k, 2)
print(f"exchange weight f5/2-d3/2, k=1: spinor sum {explicit:.6f}, 3j {weight:.6f}")
assert abs(explicit - weight) < 1e-10

# Whole self-consistent code at large c against pyscf, same Gaussian basis.
small_exps = {0: 0.02 * 3.0**np.arange(14), 1: 0.03 * 3.0**np.arange(11),
              2: 0.05 * 3.0**np.arange(8), 3: 0.05 * 3.0**np.arange(4)}
test_bases = {k: make_basis(k, small_exps[orbital_l(k)])
              for k in (-1, 1, -2, 2, -3, 3)}
strontium = solve_core(38, {-1: 4, 1: 3, -2: 3, 2: 1, -3: 1}, test_bases,
                       c=50*C, finite=False)
mol = gto.M(atom="Sr 0 0 0", charge=2, spin=0, verbose=0,
            basis={"Sr": [[l, [float(z), 1.0]] for l in small_exps
                          for z in small_exps[l]]})
mf = scf.RHF(mol)
mf.conv_tol = 1e-11
mf.kernel()
assert mf.converged
fock, overlap, first = mf.get_fock(), mf.get_ovlp(), mol.ao_loc_nr()
for name, kappa, index in (("5s", -1, 4), ("4d", 2, 1), ("4f", 3, 0)):
    ao = [first[i] for i in range(mol.nbas) if mol.bas_angular(i) == orbital_l(kappa)]
    reference = eigh(fock[np.ix_(ao, ao)], overlap[np.ix_(ao, ao)],
                     eigvals_only=True)[index]
    e = orbital(strontium, kappa, index)[0]
    print(f"Sr2+ field, c x 50, {name}: this code {e*EV:.4f}, pyscf {reference*EV:.4f} eV")
    assert abs(e - reference) < 3e-5

# The four ions.
ions, energies, radii, grounds, barriers = {}, {}, {}, {}, []
for name, Z in (("Cs", 55), ("Ba+", 56), ("La2+", 57), ("Ce3+", 58)):
    charge = Z - 54
    ion = ions[name] = solve_core(Z, XENON, BASES)
    energies[name], radii[name] = {}, {}
    for label, (kappa, index, n) in VALENCE.items():
        e, density = orbital(ion, kappa, index)
        mean_r = (w * r * density).sum()
        energies[name][label], radii[name][label] = e, mean_r
        print(f"{name} {label}: energy {e*EV:.3f} eV, n* {charge/np.sqrt(-2*e):.3f}, "
              f"<r> {mean_r:.3f} bohr")
    grounds[name] = min(energies[name], key=energies[name].get)
    e6p = orbital(ion, 1, 4)[0]
    assert e6p > energies[name][grounds[name]]
    print(f"{name} ground orbital {grounds[name]}; 6p1/2 at {e6p*EV:.3f} eV")
    f_wave = ion["v"] + 6 / (2 * r**2) * 2 / 1 * 1.0
    tops = [i for i in range(1, len(r) - 1)
            if f_wave[i] > f_wave[i-1] and f_wave[i] > f_wave[i+1]]
    if tops:
        top = max(tops, key=lambda i: f_wave[i])
        barriers.append(f_wave[top])
        print(f"{name} f-wave barrier {f_wave[top]*EV:.2f} eV at {r[top]:.2f} bohr")
    else:
        print(f"{name} f-wave barrier: none")
assert grounds == {"Cs": "6s", "Ba+": "6s", "La2+": "5d", "Ce3+": "4f"}
assert energies["Cs"]["5d"] < energies["Cs"]["4f"]
assert energies["Ce3+"]["4f"] < energies["Ce3+"]["5d"] < energies["Ce3+"]["6s"]
gaps = [energies[name]["5d"] - energies[name]["6s"] for name in ions]
assert np.all(np.diff(gaps) < 0)
assert np.all(np.diff(barriers) < 0)
assert radii["Cs"]["4f"] > 5 * radii["Ce3+"]["4f"]

# Frozen-core response of La2+ to nuclear charge: finite difference and <1/r>.
lanthanum, delta, slopes = ions["La2+"], 0.01, {}
for label, (kappa, index, n) in VALENCE.items():
    density = orbital(lanthanum, kappa, index)[1]
    slopes[label] = (w * lanthanum["unit"] * density).sum()
    shift = delta * local_matrix(BASES[kappa], lanthanum["unit"])
    up, down = [positive_states(BASES[kappa], lanthanum["fields"][kappa] + s*shift,
                                C, index + 1)[0][index] for s in (1, -1)]
    numeric = (up - down) / (2 * delta)
    print(f"La2+ {label} frozen-core dE/dZ: difference {numeric*EV:.3f}, "
          f"mean value {slopes[label]*EV:.3f} eV")
    assert abs(numeric / slopes[label] - 1) < 2e-3
assert slopes["4f"] < min(slopes["5d"], slopes["6s"])

# Same ions with relativity almost removed.
for name, Z in (("La2+", 57), ("Ce3+", 58)):
    slow = solve_core(Z, XENON, BASES, c=20*C)
    plain = {label: orbital(slow, kappa, index)[0]
             for label, (kappa, index, n) in VALENCE.items()}
    print(f"{name} with c x 20: " + ", ".join(
        f"{label} {e*EV:.3f}" for label, e in plain.items()) + " eV")
    print(f"{name} with c x 20: lowest orbital {min(plain, key=plain.get)}")
    assert energies[name]["6s"] < plain["6s"]
    assert energies[name]["4f"] > plain["4f"]

# Position of 4f relative to the outer core orbitals at low and high charge.
ions["Hg25+"] = solve_core(80, XENON, BASES)
for name in ("Ce3+", "Hg25+"):
    e5s, e5p, e4f = [orbital(ions[name], kappa, index)[0]
                     for kappa, index in ((-1, 4), (-2, 3), (3, 0))]
    print(f"{name}: 5s {e5s*EV:.2f}, 5p3/2 {e5p*EV:.2f}, 4f {e4f*EV:.2f} eV")
    if name == "Ce3+":
        assert e5s < e5p < e4f
    else:
        assert e4f < e5s < e5p
print("checks complete")
```

Running it gives:

```
speed of light 137.0360 atomic units; nuclear rms radius 5.0 fm
grid points 311; exponent ratio 1.7; 5d means 5d3/2, 4f means 4f5/2
one electron, Z=30 6s: basis -342.5638, Sommerfeld -342.5646 eV
6s relative error: ratio 1.9 1.5e-04, ratio 1.7 2.4e-06
one electron, Z=30 5d: basis -491.4578, Sommerfeld -491.4581 eV
one electron, Z=30 4f: basis -766.6613, Sommerfeld -766.6613 eV
exchange weight f5/2-d3/2, k=1: spinor sum 0.400000, 3j 0.400000
Sr2+ field, c x 50, 5s: this code -10.2704, pyscf -10.2704 eV
Sr2+ field, c x 50, 4d: this code -8.5376, pyscf -8.5377 eV
Sr2+ field, c x 50, 4f: this code -2.8182, pyscf -2.8182 eV
Cs 6s: energy -3.466 eV, n* 1.981, <r> 6.120 bohr
Cs 5d: energy -1.753 eV, n* 2.786, <r> 7.838 bohr
Cs 4f: energy -0.851 eV, n* 3.999, <r> 17.968 bohr
Cs ground orbital 6s; 6p1/2 at -2.330 eV
Cs f-wave barrier 21.85 eV at 1.11 bohr
Ba+ 6s: energy -9.341 eV, n* 2.414, <r> 4.562 bohr
Ba+ 5d: energy -8.448 eV, n* 2.538, <r> 3.400 bohr
Ba+ 4f: energy -3.498 eV, n* 3.944, <r> 8.312 bohr
Ba+ ground orbital 6s; 6p1/2 at -7.100 eV
Ba+ f-wave barrier 8.89 eV at 1.50 bohr
La2+ 6s: energy -16.658 eV, n* 2.711, <r> 3.835 bohr
La2+ 5d: energy -17.974 eV, n* 2.610, <r> 2.644 bohr
La2+ 4f: energy -14.179 eV, n* 2.939, <r> 1.448 bohr
La2+ ground orbital 5d; 6p1/2 at -13.392 eV
La2+ f-wave barrier -3.76 eV at 1.59 bohr
Ce3+ 6s: energy -25.199 eV, n* 2.939, <r> 3.375 bohr
Ce3+ 5d: energy -29.359 eV, n* 2.723, <r> 2.275 bohr
Ce3+ 4f: energy -32.405 eV, n* 2.592, <r> 1.085 bohr
Ce3+ ground orbital 4f; 6p1/2 at -20.951 eV
Ce3+ f-wave barrier -16.73 eV at 1.79 bohr
La2+ 6s frozen-core dE/dZ: difference -8.857, mean value -8.857 eV
La2+ 5d frozen-core dE/dZ: difference -13.074, mean value -13.074 eV
La2+ 4f frozen-core dE/dZ: difference -26.843, mean value -26.844 eV
La2+ with c x 20: 6s -16.141, 5d -18.439, 4f -16.836 eV
La2+ with c x 20: lowest orbital 5d
Ce3+ with c x 20: 6s -24.422, 5d -29.924, 4f -35.930 eV
Ce3+ with c x 20: lowest orbital 4f
Ce3+: 5s -89.58, 5p3/2 -65.14, 4f -32.40 eV
Hg25+: 5s -821.60, 5p3/2 -720.17, 4f -950.77 eV
checks complete
```
